A quantized zero-bias peak does not prove a topological phase

**The argument under review**

A semiconductor wire with spin-orbit coupling, a magnetic field and induced pairing is probed by tunnelling from a normal lead at one end. The differential conductance has a peak at zero bias of height 2e²/h. The manuscript reasons as follows. One isolated Majorana state gives this height whatever its coupling to the lead. An ordinary bound state consists of two Majorana states, and its peak height depends on details. Therefore the wire is in the topological phase.

The first premise is correct in the regime defined below. The second fails if the lead couples to one member of the pair and the two members hardly couple to each other. The question is whether a trivial wire can arrange this without fine adjustment, and how closely its peak then imitates the topological one.

**Model and bulk criterion**

I take one subband, uniform pairing Δ, no disorder and no interactions beyond the mean-field pairing. In the basis (ψ↑, ψ↓, ψ↓†, −ψ↑†), with k = −i∂ₓ,

H = (ħ²k²/2m + V(x) − μ + αkσ_y)τ_z + Bσ_x + Δτ_x.

B is the Zeeman energy, and α, B and Δ are positive. The wire occupies x > 0, and V falls smoothly from a barrier at x = 0 to zero in the bulk.

The matrix C = τ_yσ_y anticommutes with every term of H. A zero-energy state can therefore be chosen with Cχ = cχ, c = ±1, which means τ_yχ = cσ_yχ. Multiply Hχ = 0 by τ_z and use τ_zτ_x = iτ_y. With ξ = ħ²k²/2m + V − μ and Σ = σ_xτ_z,

[ξ + (αk + icΔ)σ_y + BΣ]χ = 0.

For constant V, σ_y and Σ anticommute and square to one, so a solution requires

ξ² = (αk + icΔ)² + B².

For real k the imaginary part, 2cαkΔ, must vanish, so the gap can close only at k = 0. In the bulk ξ is then −μ, and closing occurs at B² = μ² + Δ². For smaller B one can first lower B to zero and then empty the wire (μ → −∞) without closing the gap, so it is trivial.

**Where the Majorana states sit**

On a slope, let u(x) = V(x) − μ. To keep the counting simple I drop the kinetic term. The rates below are then quantitative only if ħ²k²/2m ≪ B at k ≈ B/α. The edge positions do not depend on this, because a rate vanishes at u² + Δ² = B² with or without the term. Multiplying the zero-energy equation by iσ_y gives

α∂ₓχ = [cΔ + BZ − iuσ_y]χ, Z = −iσ_yΣ.

Z squares to one and anticommutes with σ_y, so (BZ − iuσ_y)² = B² − u². For slowly varying u the local growth rates are

[cΔ ± √(B² − u²)]/α.

One of them changes sign at u = ±u₀, where u₀ = √(B² − Δ²). Between these two edges the wire is locally topological.

Consider the outer edge, u = +u₀, next to the barrier. For c = +1 both solutions on its barrier side decay towards the barrier, and one solution on its other side decays into the wire. Two components must match and three amplitudes are available, so one state exists. For c = −1 no solution decays towards the barrier. At the inner edge, u = −u₀, the same count gives one state with c = −1.

If the bulk has |μ| < u₀, u never reaches −u₀ and only the outer state exists at this end: that is the topological wire. If μ > u₀ both edges exist, and a trivial wire has two Majorana states of opposite chirality on one slope. They are not exact zero modes. Beyond the inner edge the outer solution would acquire a growing part, and the small tail that reaches this edge couples the two.

The arrangement also selects what the lead sees. The outer state borders the barrier, whereas the inner one must first cross the locally topological segment.

**How small is the splitting?**

A closed form follows when pairing is weak during the turn on the slope. Take V − μ = −Fx with F > 0. In momentum space x = i∂_k, and the normal-state equation becomes

iF∂_kψ = (ħ²k²/2m − E + αkσ_y + Bσ_x)ψ.

An incoming left-mover has k → −∞, and the reflected electron has k → +∞. The scalar terms produce only a common phase. In the σ_y basis, with a suitable phase of the basis states, the rest reads

iFa′ = αka + Bb, iFb′ = −αkb + Ba.

Start with amplitude a alone. At large |k| it oscillates as exp(−iαk²/2F), so iFb′ ≈ αkb and b ≈ Ba/(2αk). Inserting this in the first equation gives

a ∝ exp(−iαk²/2F) k^(−iν), ν = B²/(2αF).

Continue this form from k = −R to k = +R along a large arc in the upper half-plane. There the solution is first the smaller of the two exponentials and then the larger, so the coefficient of a is not contaminated. The Gaussian phase is equal at both ends, while k^(−iν) supplies the ratio

a(+R)/a(−R) = exp(−πν) = √P, P = exp(−πB²/αF).

This is the Landau–Zener result, with P the probability of keeping σ_y. The other spin gives the same real amplitude. The evolution has unit determinant, so

U = [[√P, −b*],[b, √P]], |b|² = 1 − P.

Now add Andreev reflection, assuming αk_F ≫ B at the Fermi points, so that the spin states there are those of σ_y. The hole block of H is minus the electron block with B → −B. A hole retraces the electron path, so its evolution is U(−B)†. Since U(−B) = σ_yUσ_y, this equals σ_yU†σ_y. Taking the adjoint turns −b* into b* and b into −b off the diagonal, and conjugation by σ_y, which is diagonal in this basis, reverses both signs again. The result is U, and the complete normal evolution around the loop is U².

For Andreev reflection of an electron with velocity v, let the state decay at rate κ with ħvκ = √(Δ² − E²). The first row of (ħvkτ_z + Δτ_x)χ = Eχ with k = iκ gives the hole-to-electron ratio

(E − iħvκ)/Δ = e^(−iθ), θ = arccos(E/Δ).

The return from hole to electron gives the same factor. The eigenvalues of U are e^(±iη) with cos η = √P, half its trace. Closing the loop requires e^(−2iθ)e^(±2iη) = 1, hence

E = ±Δ√P = ±Δ exp(−πB²/2αF).

For B = 0 spin is kept and the state merges with the gap edge. For a gentle slope the spin follows the field, electrons at k and −k on one band acquire opposite pairing signs, and E becomes exponentially small. The spin turn lasts of order ħB/(αF) when the sweep is slow, and this must be much shorter than ħ/Δ.

I diagonalized H on a 10 nm finite-difference lattice with ħ²/2m = 2540 meV nm², α = 100 meV nm, B = 1 meV and μ = 10 meV. The ratio E/Δ was extrapolated linearly to Δ = 0 from Δ = 0.02 and 0.01 meV.

F = 0.01571 meV/nm: lattice 0.361, law 0.368
F = 0.00785 meV/nm: lattice 0.1345, law 0.1353
F = 0.00524 meV/nm: lattice 0.0486, law 0.0498

The differences are at most 2.4% of the law.

**What the lead measures**

Let φ be the real eigenvector at energy +ε of the wire cut off from the lead. Then Cφ has energy −ε, and

γ± = (φ ± Cφ)/√2, Hγ₊ = εγ₋, Hγ₋ = εγ₊.

H is real in this basis, so particle-hole conjugation is C times complex conjugation. It leaves γ₊ and iγ₋ unchanged. In the basis (γ₊, iγ₋),

H_M = [[0, iε],[−iε, 0]].

Let the lead have one open mode and the superconductor be closed or infinitely long, so that below the gap everything is reflected. The standing electron wave in the lead can be chosen real, and I take −C times this wave as its hole partner. The coupling to the lead, being part of the full Hamiltonian, anticommutes with C. The electron and hole couplings of γ₊ are then equal and real. Those of iγ₋ are imaginary and opposite. With full widths Γ₁ and Γ₂, the coupling matrix (columns: electron, hole) is

W = (4π)^(−1/2) [[√Γ₁, √Γ₁],[i√Γ₂, −i√Γ₂]].

Exchanging the labels changes no conductance. The rows are orthogonal, so πWW† = diag(Γ₁/2, Γ₂/2), and the scattering matrix near resonance is

S = 1 − 2πi W†(E − H_M + iπWW†)⁻¹W.

The matrix to invert is [[E + iΓ₁/2, −iε],[iε, E + iΓ₂/2]]. Its determinant is

D = (E + iΓ₁/2)(E + iΓ₂/2) − ε²
 = E² − Ω² + iE(Γ₁ + Γ₂)/2, Ω² = ε² + Γ₁Γ₂/4.

The off-diagonal elements of the inverse are iε/D and −iε/D, and they enter the electron-to-hole amplitude with equal factors, so they cancel. The diagonal elements enter with opposite signs because the second coupling is imaginary:

S_he = −(i/2)[Γ₁(E + iΓ₂/2) − Γ₂(E + iΓ₁/2)]/D
 = −(i/2)E(Γ₁ − Γ₂)/D.

Each reflected hole transfers charge 2e, so G = (2e²/h)|S_he|², with E = eV:

G(E) = (2e²/h) · E²(Γ₁ − Γ₂)²/4 / [(E² − Ω²)² + E²(Γ₁ + Γ₂)²/4].

Division of numerator and denominator by E² turns the denominator into (E − Ω²/E)² + (Γ₁ + Γ₂)²/4. The maximum is therefore at E = Ω, with

G_max = (2e²/h)[(Γ₁ − Γ₂)/(Γ₁ + Γ₂)]².

The height measures the asymmetry of the two couplings and contains no bulk invariant. For Γ₂/Γ₁ = 0.1 it is 0.669 × 2e²/h. For equal widths the conductance vanishes in this single-mode model. If the partners instead couple to two separate lead modes and ε = 0, the problem splits into two independent Majorana resonances, which add to 4e²/h at zero energy.

Half of the maximum is reached where |E − Ω²/E| = (Γ₁ + Γ₂)/2. For Ω ≪ Γ₁ + Γ₂ the two positive solutions are approximately

E_peak = (Γ₁ + Γ₂)/2, E_dip = 2Ω²/(Γ₁ + Γ₂).

The manuscript's peak thus contains a narrow dip if it comes from a trivial pair, and G(0) = 0 whenever Ω ≠ 0. For a single Majorana state, ε = Γ₂ = 0, the factor E² cancels and

G = (2e²/h)(Γ₁²/4)/(E² + Γ₁²/4),

which is 2e²/h at E = 0. For Γ₂ ≪ Γ₁ the two cases differ at energies up to about E_dip and agree for E_dip ≪ E.

Resolving such a dip would still not prove that the wire is trivial. In a finite topological wire the second Majorana state sits at the far end. With Γ₂ = 0 and a small ε from the finite length, the same formula applies and again G(0) = 0.

**A trivial and a topological wire compared**

Take round model parameters: effective mass 0.015 electron masses, α = 40 meV nm, B = 1.5 meV, Δ = 0.25 meV, and V = V_top exp(−x²/2w²) with w = 350 nm. The lead is the same wire without pairing and with V = μ, so one mode, without spin degeneracy, is open near zero energy.

The trivial wire has μ = 4 meV. Its critical field is √(4² + 0.25²) = 4.008 meV, far above B, and its bulk gap is 0.152 meV. The topological wire has μ = 1 meV, critical field 1.031 meV and gap 0.168 meV. In each case V_top was adjusted until G was half of 2e²/h at 0.01 meV, which gave 5.818 meV for the trivial and 2.666 meV for the topological wire. The conductance was computed from lattice Green functions with semi-infinite ends.

For the trivial wire u₀ = √(1.5² − 0.25²) = 1.479 meV. The local edges lie where V = 4 ± 1.479 meV:

x = 350 nm × √(2 ln(5.818/5.479)) = 121 nm,
x = 350 nm × √(2 ln(5.818/2.521)) = 453 nm.

In the wire cut off from the lead, the densities of the two Majorana states peak at 180 and 520 nm. Both maxima lie 60 to 70 nm further into the wire than the edges. The kinetic term is not small here: at k = B/α it is 3.6 meV, larger than B, so the local rates derived without it do not apply quantitatively. It may account for the shift, though I have not separated its effect.

The probability under the barrier, where V > μ + B, is 0.089 for the outer state and 4.4 × 10⁻⁸ for the inner one. The lead therefore meets one partner. The splitting energy of the cut-off wire is ε = 1.0 × 10⁻⁵ meV.

The open wire supplies the parameters of the formula without a fit. The zeros of D satisfy z₁ + z₂ = −i(Γ₁ + Γ₂)/2 and z₁z₂ = −Ω². The two eigenvalues nearest zero of H plus the lead self-energy at zero energy give Γ₁ + Γ₂ = 0.0200 meV and Ω = 1.144 × 10⁻⁵ meV. Hence

E_dip = 2(1.144 × 10⁻⁵)²/0.0200 = 1.31 × 10⁻⁸ meV,

or 0.15 microkelvin. Ω need not equal the splitting quoted above: Ω² contains the term Γ₁Γ₂/4, and cutting off the lead changes the boundary condition. I have not separated the two effects.

With Γ₂ neglected, formula and lattice compare as follows, in units of 2e²/h:

E = 4.36 × 10⁻⁹ meV: lattice 0.1000, formula 0.1000
E = 1.70 × 10⁻⁷ meV: lattice 0.9941, formula 0.9941
E = 2.57 × 10⁻⁴ meV: lattice 0.9993, formula 0.9993
E = 0.0100 meV: lattice 0.5002, formula 0.5000

At E = Ω the lattice value is 1.00000. At E = 0 it vanishes to numerical precision. The topological wire was evaluated only down to 10⁻⁶ meV, because the recursion becomes singular closer to zero. It gives 1.000000 there, while the formula gives 0.9998 for the trivial wire at the same energy, so a dip as wide as the trivial one is excluded.

**Temperature removes the distinction**

At temperature T the zero-bias conductance is the average of G(E) with weight −∂f/∂E, where f is the Fermi function. At E = 0 this weight is 1/(4k_BT), and its second moment is π²(k_BT)²/3. For a peak of half-width h = Γ₁/2 ≫ k_BT, leading order gives

G_T ≈ (2e²/h_P)[1 − (π²/3)(k_BT/h)²],

with h_P Planck's constant. At 10 mK, k_BT = 8.62 × 10⁻⁴ meV, and the reduction is 3.29 × (0.0862)² = 0.024. The full average is 0.978 × 2e²/h for both wires. Their agreement reflects the equal widths chosen by the tuning.

Near zero energy the dip multiplies the peak by E²/(E² + E_dip²). The missing area is πE_dip, so the dip lowers the average by a fraction of about

πE_dip/(4k_BT) = 1.2 × 10⁻⁵.

The numerical average holds G constant below 10⁻⁶ meV and so leaves out most of the dip. By this estimate the omission does not affect the quoted digits.

The window in which the manuscript's inference fails is therefore

2Ω²/Γ₁ ≪ k_BT ≪ Γ₁, Γ₂ ≪ Γ₁.

Smoothness is what opens it. With V_top held at 5.818 meV, the splitting energy of the trivial wire cut off from the lead is

w = 60 nm: 6.5 × 10⁻² meV
w = 120 nm: 1.2 × 10⁻² meV
w = 200 nm: 1.0 × 10⁻³ meV
w = 350 nm: 1.0 × 10⁻⁵ meV

These values are for a 10 nm lattice. On a 2.5 nm lattice the last one is about 1.2 × 10⁻⁵ meV, and the others change by at most 6%. The exponential law above should not be used for these numbers. With k_F ≈ √(4/2540) = 0.04 nm⁻¹, αk_F is about 1.6 meV, comparable with B rather than much larger. For w = 30 nm and the same V_top, the thermal zero-bias conductance at 10 mK is 5 × 10⁻⁴ × 2e²/h.

**Persistence with field**

The manuscript might answer that its peak survives a change of field. With the 350 nm barrier and all other parameters fixed, the trivial wire at 10 mK gives

B = 1.3 meV: 0.848 × 2e²/h
B = 1.4 meV: 0.943 × 2e²/h
B = 1.5 meV: 0.978 × 2e²/h
B = 1.6 meV: 0.991 × 2e²/h
B = 1.7 meV: 0.996 × 2e²/h

From 1.5 to 1.7 meV the conductance stays within 2.3% of 2e²/h, although the bulk transition is at 4.008 meV. The barrier height above the lower spin band, V_top − μ − B, falls from 0.52 to 0.12 meV across the list. The peak broadens at the same time: its half-width grows from 0.0033 to 0.025 meV, which makes it less sensitive to temperature. The thermal average of a Lorentzian with the computed half-width agrees with the list to within 0.001 from 1.4 meV upwards. At 1.3 meV it gives 0.865 instead of 0.848, so the width alone does not account for that value. A plateau of limited range is thus also available to a trivial wire.

**Relation to devices**

The mass, spin-orbit strength and pairing have the rough size expected for indium antimonide wires with an induced gap. A Zeeman energy of 1.5 meV is large: it needs about one tesla if the g-factor is near 50, and more if the superconductor reduces it. A smooth region of 350 nm is long for a single narrow gate. Much shorter slopes give much larger splittings, as the list of widths shows, but the trend is not monotonic: on the 10 nm lattice the splitting falls to about 2 × 10⁻⁶ meV near w = 300 nm and rises again to 1.0 × 10⁻⁵ meV at 340 nm. Real wires also have disorder, several subbands and imperfect gaps, which this model omits, so its numbers are not predictions for a given sample. Two effects can be sized here. At fixed peak width, raising T from 10 to 20 mK increases the thermal reduction from about 2% to about 7%; the leading-order formula would give 10% and is no longer accurate there. A partner with one tenth of the main width lowers the peak to 0.67 × 2e²/h in a single-mode lead.

**Assessment**

Within the single-mode model, the data support a narrower claim: the lead couples predominantly to one Majorana component, and its partner is weakly coupled both to it and to the lead. They do not locate the partner. It may be at the far end of a topological wire or a few hundred nanometres away on the same slope. Lowering the barrier can help in one direction. If Γ₂ grows relative to Γ₁, the formula predicts a lower maximum and a contribution Γ₁Γ₂/4 to Ω², and observing both would point to a second component within reach of the lead. Their absence would leave the question open: in the trivial wire above, lowering V_top from 5.818 to 5.5 meV still leaves the maximum at 2e²/h, because the inner state remains almost decoupled from the lead. The claim of a topological phase needs evidence about the bulk or the far end, which a local peak height does not contain.
